# Peak temperature of first-order desorption under linear heating: a program that tests the result

```python
"""
Result under test: for first-order desorption, d(theta)/dt = -nu*theta*exp(-E/(k*T)),
with linear heating T = T0 + beta*t, the rate peaks at the temperature Tp where
    E/(k*Tp^2) = (nu/beta)*exp(-E/(k*Tp)).
theta: coverage (monolayers), E: desorption energy (eV per molecule),
nu: frequency factor (1/s), beta: heating rate (K/s), k: Boltzmann constant (eV/K),
x = E/(k*Tp). A molar E with the gas constant R gives the same ratios.
The rate law is integrated in time and compared with the derived formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expn, lambertw

KB = const.k / const.e


def peak_temperature(E, nu, beta):
    x = 2 * lambertw(0.5 * np.sqrt(nu * E / (beta * KB))).real
    return E / (KB * x)


def energy_from_peak(Tp, nu, beta):
    return KB * Tp * lambertw(nu * Tp / beta).real


def cold_start_trace(T, E, nu, beta):
    """Rate per initial monolayer (1/s) for a ramp that starts very cold."""
    x = E / (KB * T)
    return nu * np.exp(-x - (nu / beta) * T * expn(2, x))


def simulate(E, nu, beta, T0, theta0=1.0, order=1, repulsion=0.0,
             power=0.0, T_ref=300.0):
    """Integrate the rate law in time; return temperature, rate, coverage."""
    def rate(T, theta):
        prefactor = nu * (T / T_ref) ** power
        return prefactor * theta**order * np.exp(-(E - repulsion * theta) / (KB * T))

    def nearly_empty(t, y):
        return y[0] - 1e-4 * theta0
    nearly_empty.terminal = True
    run = solve_ivp(lambda t, y: [-rate(T0 + beta * t, y[0])],
                    (0, 1.5 * T0 / beta), [theta0], method="DOP853",
                    rtol=1e-10, atol=1e-13, max_step=0.01 * T0 / beta,
                    dense_output=True, events=nearly_empty)
    assert run.success
    t = np.linspace(0, run.t[-1], 4001)
    theta = run.sol(t)[0]
    T = T0 + beta * t
    return T, rate(T, theta), theta


def locate_peak(T, signal):
    """Maximum of a sampled curve from a local quartic fit to its logarithm."""
    i = int(np.argmax(signal))
    if i == 0:
        return T[0]
    near = np.abs(T - T[i]) < 0.005 * T[i]
    fit = np.polyfit(T[near] - T[i], np.log(signal[near]), 4)
    roots = np.roots(np.polyder(fit))
    real = roots[np.abs(roots.imag) < 1e-9].real
    return T[i] + real[np.argmin(np.abs(real))]


def full_width(T, signal):
    i = int(np.argmax(signal))
    half = signal[i] / 2
    low = np.interp(half, signal[:i + 1], T[:i + 1])
    high = np.interp(half, signal[i:][::-1], T[i:][::-1])
    return high - low


# Width of the limiting shape exp(u - exp(u))
def half_height(u):
    return u - np.exp(u) + 1 + np.log(2)


width_constant = brentq(half_height, 0, 3) - brentq(half_height, -5, 0)

# Tests of position, slope, uniqueness, coverage and shape
cases = [(0.9, 1e13, 2.0), (0.5, 1e13, 1.0), (1.5, 1e15, 5.0), (0.3, 1e12, 10.0)]
largest_peak_error = 0.0
for E_c, nu_c, beta_c in cases:
    T, r, theta = simulate(E_c, nu_c, beta_c, 200 * E_c / 0.9)
    Tp_sim = locate_peak(T, r)
    Tp_formula = peak_temperature(E_c, nu_c, beta_c)
    x = E_c / (KB * Tp_formula)
    largest_peak_error = max(largest_peak_error, abs(Tp_sim - Tp_formula))
    assert abs(Tp_sim - Tp_formula) < 2e-3
    left = E_c / (KB * Tp_sim**2)
    right = nu_c / beta_c * np.exp(-E_c / (KB * Tp_sim))
    assert abs(left / right - 1) < 1e-3
    assert abs(energy_from_peak(Tp_sim, nu_c, beta_c) / E_c - 1) < 1e-4
    assert np.count_nonzero(np.diff(np.sign(np.diff(r)))) == 1
    slope = np.gradient(np.log(r), T)
    predicted = E_c / (KB * T**2) - nu_c / beta_c * np.exp(-E_c / (KB * T))
    use = theta > 0.01
    use[0] = False
    assert np.max(np.abs(slope - predicted)[use]) * Tp_formula / x < 3e-4
    theta_sim = np.interp(Tp_formula, T, theta)
    assert abs(theta_sim - np.exp(-x * np.exp(x) * expn(2, x))) < 1e-5
    assert abs(theta_sim - np.exp(-1) * (1 + 2 / x)) < 4 / x**2
    assert np.max(np.abs(r - cold_start_trace(T, E_c, nu_c, beta_c))) < 1e-5 * r.max()
    near = np.abs(T - Tp_formula) < 0.005 * Tp_formula
    curvature = 2 * np.polyfit(T[near] - Tp_formula, np.log(r[near]), 4)[2]
    assert abs(-curvature * Tp_formula**2 / (x**2 + 2 * x) - 1) < 2e-3
    assert abs(full_width(T, r) * x / (width_constant * Tp_formula) - 1) < 2 / x

# Worked example: rough values for strongly held water on oxidised steel
E, nu, beta, T0, T_room = 0.9, 1e13, 2.0, 200.0, 295.0
area, site_density = 1e-4, 1e19             # m^2, 1/m^2
volume, pump_speed = 0.020, 0.200           # m^3, m^3/s
T, r, theta = simulate(E, nu, beta, T0)
Tp = peak_temperature(E, nu, beta)
x = E / (KB * Tp)
K_peak = nu * np.exp(-x)
theta_peak = np.exp(-x * np.exp(x) * expn(2, x))
width = full_width(T, r)
pressure = (r.max() * area * site_density * const.k * T_room / pump_speed) / const.torr
redhead = KB * Tp * (np.log(nu * Tp / beta) - 3.64)

# A start above the peak temperature gives a rate that only falls
hot_T, hot_r, _ = simulate(E, nu, beta, Tp + 10)
assert np.all(np.diff(hot_r) < 0)

# Coverage independence belongs to first order and fails for second order
first = [locate_peak(*simulate(E, nu, beta, T0, theta0=c)[:2]) for c in (1.0, 0.25)]
second = [locate_peak(*simulate(E, nu, beta, T0, theta0=c, order=2)[:2])
          for c in (1.0, 0.25)]
assert abs(first[0] - first[1]) < 2e-3
assert second[1] - second[0] > 5

# Energy and frequency factor from simulated peaks at several heating rates
betas = np.array([0.5, 1.0, 2.0, 5.0, 10.0])
peaks = np.array([locate_peak(*simulate(E, nu, b, T0)[:2]) for b in betas])
line = np.polyfit(1 / peaks, np.log(betas / peaks**2), 1)
E_line = -KB * line[0]
nu_line = np.exp(line[1]) * E_line / KB
assert abs(E_line / E - 1) < 1e-3 and abs(nu_line / nu - 1) < 2e-2

# Neglected effects inside the surface layer
repulsion, spread = 0.05, 0.05              # eV
shift_repulsion = locate_peak(*simulate(E, nu, beta, T0, repulsion=repulsion)[:2]) - Tp
shift_power = locate_peak(*simulate(E, nu, beta, T0, power=1, T_ref=Tp)[:2]) - Tp
site_E = np.linspace(E - 4 * spread, E + 4 * spread, 161)
weight = np.exp(-0.5 * ((site_E - E) / spread) ** 2)
weight /= weight.sum()
T_wide = np.linspace(T0, 450, 3001)
mixed = weight @ cold_start_trace(T_wide[None, :], site_E[:, None], nu, beta)
Tp_mixed, width_mixed = locate_peak(T_wide, mixed), full_width(T_wide, mixed)

# Neglected effects in the gas: pumping lag and readsorption, sticking up to one
water_mass = 18 * const.atomic_mass
hit_speed = np.sqrt(const.k * T_room / (2 * np.pi * water_mass))
lag = volume / pump_speed


def pressure_peak(surface_area, sticking, heating, T_start, T_end):
    """Peak of the gas signal from coupled surface and gas balances."""
    capture = sticking * surface_area * hit_speed / volume

    def balance(t, y):
        release = nu * np.exp(-E / (KB * (T_start + heating * t))) * y[0]
        return [-release + capture * y[1], release - capture * y[1] - y[1] / lag]
    times = np.linspace(0, (T_end - T_start) / heating, 3001)
    run = solve_ivp(balance, (0, times[-1]), [1.0, 0.0], method="Radau",
                    t_eval=times, rtol=1e-8, atol=1e-13, max_step=1 / heating)
    assert run.success
    return locate_peak(T_start + heating * times, run.y[1])


Tp_lag = pressure_peak(area, 0.0, beta, T0, 370)
assert abs((Tp_lag - Tp) / (beta * lag) - 1) < 0.05
rho_coupon = area * hit_speed / pump_speed
Tp_coupon = pressure_peak(area, 1.0, beta, T0, 370)
Tp_coupon_formula = peak_temperature(E, nu / (1 + rho_coupon), beta)
assert abs(Tp_coupon - Tp_coupon_formula - beta * lag) < 0.05
wall_area, wall_beta = 0.5, 0.01
rho_wall = wall_area * hit_speed / pump_speed
Tp_wall_free = peak_temperature(E, nu, wall_beta)
Tp_wall_formula = peak_temperature(E, nu / (1 + rho_wall), wall_beta)
Tp_wall = pressure_peak(wall_area, 1.0, wall_beta, T_room, 400)
assert abs(Tp_wall - Tp_wall_formula) < 0.03
background = (1e-9 * const.torr / np.sqrt(2 * np.pi * water_mass * const.k * T_room)
              / site_density * (Tp - T0) / beta)

print(f"Largest peak error, formula against integration: {largest_peak_error:.1e} K")
print(f"Input energy E: {E:.2f} eV = {E * const.e * const.N_A / 1e3:.1f} kJ/mol")
print(f"Input frequency factor: {nu:.1e} 1/s; heating rate: {beta:.1f} K/s")
print(f"Start temperature: {T0:.0f} K; room temperature: {T_room:.0f} K")
print(f"Coupon area: {area * 1e4:.1f} cm2; monolayer: {site_density / 1e4:.1e} 1/cm2")
print(f"Chamber volume: {volume * 1e3:.0f} L; pumping speed: {pump_speed * 1e3:.0f} L/s")
print(f"nu*E/(beta*k): {nu * E / (beta * KB):.4e} (no unit)")
print(f"x = E/(k*Tp): {x:.3f}; ln x: {np.log(x):.3f} (no unit)")
print(f"Peak temperature, formula: {Tp:.2f} K = {Tp - 273.15:.2f} C")
print(f"Peak temperature, integration: {locate_peak(T, r):.2f} K")
print(f"Left side E/(k*Tp^2): {E / (KB * Tp**2):.5f} 1/K")
print(f"Right side (nu/beta)*exp(-x): {K_peak / beta:.5f} 1/K")
print(f"Rate constant at peak: {K_peak:.4f} 1/s; its inverse: {1 / K_peak:.2f} s")
print(f"Coverage at peak: {theta_peak:.4f}; estimate (1+2/x)/e: {(1 + 2 / x) / np.e:.4f}")
print(f"Peak rate: {r.max():.4f} monolayer/s; peak pressure: {pressure:.2e} Torr")
print(f"Limiting width constant: {width_constant:.4f} (no unit)")
print(f"Full width, integration: {width:.2f} K; limit: {width_constant * Tp / x:.2f} K")
print(f"Residence time at room temperature: {np.exp(E / (KB * T_room)) / nu:.0f} s")
print(f"Energy from Redhead estimate with 3.64: {redhead:.4f} eV")
for trial in (1e12, 1e14, 1e15):
    print(f"Energy read from same peak if nu = {trial:.0e} 1/s: "
          f"{energy_from_peak(Tp, trial, beta):.4f} eV")
print(f"Energy read if Tp is 2 K too high: {energy_from_peak(Tp + 2, nu, beta):.4f} eV")
for b, peak in zip(betas, peaks):
    print(f"Simulated peak at {b:.1f} K/s: {peak:.2f} K")
print(f"From the straight line: E = {E_line:.4f} eV, nu = {nu_line:.3e} 1/s")
print(f"First order, peak at coverage 1 and 0.25: {first[0]:.2f}, {first[1]:.2f} K")
print(f"Second order, peak at coverage 1 and 0.25: {second[0]:.2f}, {second[1]:.2f} K")
print(f"Shift by repulsion of {repulsion:.2f} eV per monolayer: {shift_repulsion:.2f} K")
print(f"Shift if nu is proportional to T: {shift_power:.2f} K")
print(f"Site-energy spread (standard deviation): {spread:.2f} eV")
print(f"With that spread: peak {Tp_mixed:.2f} K, full width {width_mixed:.2f} K")
print(f"Pumping time V/S: {lag:.2f} s; shift of pressure peak: {Tp_lag - Tp:.3f} K")
print(f"Water impingement speed: {hit_speed:.1f} m/s")
print(f"Coupon readsorption ratio rho: {rho_coupon:.4f} (no unit)")
print(f"Coupon peak shift, readsorption and lag together: {Tp_coupon - Tp:.2f} K")
print(f"Water gained from 1e-9 Torr before the peak: {background:.4f} monolayer")
print(f"Wall bake: area {wall_area:.1f} m2, heating rate {wall_beta:.2f} K/s")
print(f"Wall readsorption ratio rho: {rho_wall:.1f} (no unit)")
print(f"Wall peak without readsorption, formula: {Tp_wall_free:.2f} K")
print(f"Wall peak with readsorption, formula: {Tp_wall_formula:.2f} K")
print(f"Wall peak with readsorption, integration: {Tp_wall:.2f} K")
print("all tests passed")
```

It prints:

```
Largest peak error, formula against integration: 1.8e-05 K
Input energy E: 0.90 eV = 86.8 kJ/mol
Input frequency factor: 1.0e+13 1/s; heating rate: 2.0 K/s
Start temperature: 200 K; room temperature: 295 K
Coupon area: 1.0 cm2; monolayer: 1.0e+15 1/cm2
Chamber volume: 20 L; pumping speed: 200 L/s
nu*E/(beta*k): 5.2220e+16 (no unit)
x = E/(k*Tp): 31.589; ln x: 3.453 (no unit)
Peak temperature, formula: 330.63 K = 57.48 C
Peak temperature, integration: 330.63 K
Left side E/(k*Tp^2): 0.09554 1/K
Right side (nu/beta)*exp(-x): 0.09554 1/K
Rate constant at peak: 0.1911 1/s; its inverse: 5.23 s
Coverage at peak: 0.3898; estimate (1+2/x)/e: 0.3912
Peak rate: 0.0745 monolayer/s; peak pressure: 1.14e-08 Torr
Limiting width constant: 2.4464 (no unit)
Full width, integration: 24.55 K; limit: 25.61 K
Residence time at room temperature: 237 s
Energy from Redhead estimate with 3.64: 0.8947 eV
Energy read from same peak if nu = 1e+12 1/s: 0.8365 eV
Energy read from same peak if nu = 1e+14 1/s: 0.9637 eV
Energy read from same peak if nu = 1e+15 1/s: 1.0274 eV
Energy read if Tp is 2 K too high: 0.9056 eV
Simulated peak at 0.5 K/s: 317.51 K
Simulated peak at 1.0 K/s: 323.94 K
Simulated peak at 2.0 K/s: 330.63 K
Simulated peak at 5.0 K/s: 339.89 K
Simulated peak at 10.0 K/s: 347.24 K
From the straight line: E = 0.9000 eV, nu = 1.000e+13 1/s
First order, peak at coverage 1 and 0.25: 330.63, 330.63 K
Second order, peak at coverage 1 and 0.25: 330.07, 344.22 K
Shift by repulsion of 0.05 eV per monolayer: -14.12 K
Shift if nu is proportional to T: 0.30 K
Site-energy spread (standard deviation): 0.05 eV
With that spread: peak 326.68 K, full width 49.53 K
Pumping time V/S: 0.10 s; shift of pressure peak: 0.198 K
Water impingement speed: 147.3 m/s
Coupon readsorption ratio rho: 0.0736 (no unit)
Coupon peak shift, readsorption and lag together: 0.89 K
Water gained from 1e-9 Torr before the peak: 0.0315 monolayer
Wall bake: area 0.5 m2, heating rate 0.01 K/s
Wall readsorption ratio rho: 368.2 (no unit)
Wall peak without readsorption, formula: 285.41 K
Wall peak with readsorption, formula: 336.77 K
Wall peak with readsorption, integration: 336.77 K
all tests passed
```
